# Steady Preferential Sputtering and Emitted Composition of a Binary Target

## Definitions and conventions

A homogeneous solid contains atoms of two kinds, A and B, with bulk atomic fractions $b_A$ and $b_B=1-b_A$. Its bulk atomic density is $n^b$, so the density of component $i$ is $n_i^b=b_i n^b$. Ions strike the surface with flux $J$, in ions per square metre and second, and remove target atoms.

The **partial yield** $Y_i$ is the mean number of $i$ atoms removed per incident ion. It counts atoms at all emission angles and energies, neutral or charged, single or bound in clusters. The total yield is $Y=Y_A+Y_B$, and the emitted fraction of A is

$$e_A=\frac{Y_A}{Y_A+Y_B}. \tag{1}$$

Let $c_i$ be the atomic fraction of $i$ in the thin region from which atoms are emitted. The **component yield** $y_i$ is defined by

$$Y_i=y_i c_i . \tag{2}$$

It measures how readily component $i$ is removed, per unit of its surface fraction. It may itself depend on composition. Sputtering is preferential when $y_A\neq y_B$.

On a fresh surface $c_i=b_i$, and equations (1) and (2) give

$$e_A^{(0)}=\frac{y_A b_A}{y_A b_A+y_B b_B},\qquad
e_A^{(0)}-b_A=\frac{b_A b_B(y_A-y_B)}{y_A b_A+y_B b_B}. \tag{3}$$

The second form follows from $y_Ab_A-b_A(y_Ab_A+y_Bb_B)=b_A(y_Ab_B-y_Bb_B)$. The first atoms to leave are therefore richer in A than the bulk if $y_A>y_B$. Equality of emitted and bulk composition belongs to the steady state.

## The atom balance

Let $x$ be the depth below the instantaneous surface. The surface recedes with speed $v$ relative to the undisturbed bulk. Quantities are averaged over the surface. Sputtering is the only loss of A and B, so evaporation is negligible, and no A or B atoms are redeposited or supplied from outside. Let $G_i(x,t)$ be the flux of component $i$ towards the surface, measured in the frame of the surface. It includes the approach of the material as well as collisional mixing, diffusion, segregation and flow due to density changes. Conservation of atoms reads

$$\frac{\partial n_i}{\partial t}=\frac{\partial G_i}{\partial x}. \tag{4}$$

The sign is positive because $G_i$ points towards smaller $x$: a slab gains atoms when more enter from below than leave above. The two boundary values are

$$G_i(0,t)=JY_i,\qquad G_i(x,t)\to v\,n_i^b=v\,b_i n^b\quad\text{deep in the target}. \tag{5}$$

The second value expresses an essential assumption: the altered zone has a finite depth, and below it lies untouched bulk, which moves towards the surface as a whole with speed $v$.

In a steady state the left side of equation (4) vanishes, so $G_i$ does not depend on depth. Its two boundary values must then agree:

$$JY_i=v\,b_i n^b . \tag{6}$$

Dividing the equation for A by that for B removes $J$, $v$ and $n^b$:

$$\boxed{\frac{Y_A}{Y_B}=\frac{b_A}{b_B}},\qquad e_A=b_A. \tag{7}$$

Adding the two equations, with $b_A+b_B=1$, gives the recession speed

$$v=\frac{JY}{n^b}. \tag{8}$$

No mixing law and no property of $y_i$ entered equation (7). If the emission were richer in A than the incoming bulk material, the altered zone would be losing A relative to B, and the state would not be steady. The component yields may remain unequal; it is the partial yields that acquire the bulk ratio.

Two qualifications follow from the definitions. First, if projectiles are retained, equation (6) still holds for each target component in a steady state. Equation (7) then describes the emitted target atoms, with re-emitted projectiles left out of the count. Secondly, the yields are sums over all emission angles. If a fraction $g_i$ of the emitted $i$ atoms enters a detector, the detected ratio is $(g_A/g_B)(b_A/b_B)$. It equals the bulk ratio if $g_A=g_B$.

## Surface composition and total yield

Insert definition (2) into equation (7):

$$\frac{y_Ac_A}{y_Bc_B}=\frac{b_A}{b_B}
\quad\Longrightarrow\quad
\frac{c_A}{c_B}=\frac{y_B}{y_A}\,\frac{b_A}{b_B}. \tag{9}$$

The component that is removed more readily is depleted at the surface, by just the factor that compensates its larger component yield. From here on, retained projectiles are neglected, so $c_B=1-c_A$. Cross-multiplication of equation (9) gives

$$y_A b_B c_A=y_B b_A(1-c_A).$$

Collecting the terms in $c_A$ and writing $c_s$ for the steady value, we obtain

$$c_s=\frac{y_B b_A}{R},\qquad R=y_A b_B+y_B b_A. \tag{10}$$

The fraction of B is $1-c_s=y_A b_B/R$. The steady total yield is therefore

$$Y_s=y_A\frac{y_B b_A}{R}+y_B\frac{y_A b_B}{R}
=\frac{y_A y_B}{R}, \tag{11}$$

where $b_A+b_B=1$ was used. Its reciprocal is

$$\frac1{Y_s}=\frac{y_Ab_B+y_Bb_A}{y_Ay_B}=\frac{b_A}{y_A}+\frac{b_B}{y_B}. \tag{12}$$

For constant component yields this can be compared with the fresh-surface yield $Y_0=b_Ay_A+b_By_B$. Multiplication by equation (12) gives

$$\frac{Y_0}{Y_s}=b_A^2+b_B^2+b_Ab_B\left(\frac{y_A}{y_B}+\frac{y_B}{y_A}\right)
=1+b_Ab_B\frac{(y_A-y_B)^2}{y_Ay_B}. \tag{13}$$

The last form uses $b_A^2+b_B^2=1-2b_Ab_B$. Within this model, preferential sputtering thus lowers the total yield as the steady state develops, whichever component is favoured.

The limits are informative. For $y_A=y_B$, equation (10) gives $c_s=b_A$. For a dilute component, $b_A\ll1$ and $y_Bb_A\ll y_A$, it gives $c_s\approx(y_B/y_A)b_A$. For $y_A\gg y_B$ at fixed bulk composition, $Y_s\to y_B/b_B$: the component that is hard to remove controls the erosion. If $y_B=0$, only A is emitted, and equation (6) for B admits no steady state with $v>0$. The surface tends to pure B and the recession speed tends to zero. An altered layer with a fixed number of atoms then loses only a finite amount of material. If A can diffuse up from below, the recession continues without limit and grows at long times as the square root of time.

## Residence times without mixing

The same surface composition arises even when atoms never exchange places. Consider $N_s$ surface sites per unit area, each the top of a column of atoms. The atoms in a column are drawn independently with probabilities $b_A$ and $b_B$, and only the top atom can leave.

By definition (2), $i$ atoms leave at the rate $Jy_ic_i$ per unit area, while $N_sc_i$ of them are exposed. The removal rate of one exposed atom is the ratio $Jy_i/N_s$, and its mean residence time is

$$\tau_i=\frac{N_s}{Jy_i}. \tag{14}$$

Each newly exposed atom is A with probability $b_A$. The long-time fraction of sites showing A is the share of time occupied by A:

$$c_A=\frac{b_A\tau_A}{b_A\tau_A+b_B\tau_B}
=\frac{b_A/y_A}{b_A/y_A+b_B/y_B}=c_s. \tag{15}$$

Multiplying numerator and denominator by $y_Ay_B$ recovers equation (10). The mean time between removals from one site is $b_A\tau_A+b_B\tau_B$. It must also equal $N_s/(JY_s)$, which reproduces equation (12). Atoms that are hard to remove are over-represented at the surface because they stay there longer, not because more of them arrive.

## Approach to the steady state

Let a well-mixed altered layer hold a fixed number $N_L$ of atoms per unit area, and let the whole layer have the composition of the emitting surface. Each emitted atom is replaced by an atom from the bulk, so the total supply per ion is $Y$, of which $b_AY$ is A. With the fluence $\Phi$, the number of ions received per unit area, the balance of A is

$$N_L\frac{dc_A}{d\Phi}=b_AY-y_Ac_A. \tag{16}$$

Insert $Y=y_Ac_A+y_B(1-c_A)$ and take the component yields as constant:

$$\begin{aligned}
N_L\frac{dc_A}{d\Phi}
&=b_Ay_Ac_A+b_Ay_B(1-c_A)-y_Ac_A\\
&=b_Ay_B-(y_Ab_B+y_Bb_A)c_A\\
&=-R(c_A-c_s).
\end{aligned} \tag{17}$$

The second line uses $1-b_A=b_B$, the third uses $Rc_s=y_Bb_A$. Starting from $c_A=b_A$, the solution is

$$c_A(\Phi)=c_s+(b_A-c_s)e^{-\Phi/\Phi_r},\qquad
\Phi_r=\frac{N_L}{R}. \tag{18}$$

The emitted composition follows by equating the right sides of equations (16) and (17) and dividing by $Y$:

$$e_A-b_A=\frac{R\,(c_A-c_s)}{Y}. \tag{19}$$

Since $Y$ changes with $c_A$, the emitted fraction is not a single exponential at early fluence. It becomes one near the steady state, where $Y\approx Y_s$.

The unmixed columns obey the same law with $N_L=N_s$ if the removal rate of an exposed atom does not depend on how long it has been exposed. The steady fraction in equation (15) needs only the mean residence times. An exposed A is replaced by B at the rate $y_Ac_Ab_B$ per ion, and an exposed B by A at the rate $y_B(1-c_A)b_A$. The difference of gain and loss is again the right side of equation (17).

### The excess emitted during the transient

Integrate equation (4) from the surface to a depth $X$ in untouched bulk. For the combination $n_A-b_An$, where $n=n_A+n_B$, the deep flux is $vb_An^b-b_Avn^b=0$. Hence

$$\frac{d}{dt}\int_0^X(n_A-b_An)\,dx=-J(Y_A-b_AY). \tag{20}$$

The integral is zero for the fresh target. Integration over time gives the emitted A in excess of the bulk proportion:

$$E_A=\int_0^tJ(Y_A-b_AY)\,dt'=\int_0^X(b_An-n_A)\,dx. \tag{21}$$

The excess already emitted equals the deficit of A left in the altered zone. For the mixed layer, its final value is

$$E_A=N_L(b_A-c_s). \tag{22}$$

This excess stays finite while the total number of emitted atoms keeps growing. The composition averaged over the whole emission therefore also tends to that of the bulk.

## Composition-dependent component yields

Equation (7) is unchanged if $y_A$ and $y_B$ depend on $c_A$, but equation (9) becomes implicit. Define $P_A=y_Ac_A$ and $P_B=y_B(1-c_A)$. Equation (16) becomes

$$N_L\frac{dc_A}{d\Phi}=b_A(P_A+P_B)-P_A=-f(c_A),\qquad
f=b_BP_A-b_AP_B. \tag{23}$$

For continuous, positive component yields, $f(0)=-b_Ay_B(0)<0$ and $f(1)=b_By_A(1)>0$. There is thus at least one steady composition between zero and one. If $P_A$ increases and $P_B$ decreases with $c_A$, then $f$ increases. The root is unique, and $c_A$ moves towards it from either side. Without this monotonic behaviour, several steady surfaces may be possible, but each of them emits the bulk composition.

## A diffusive altered zone

Let the atomic density be constant, $n=n^b$, and let A and B interdiffuse with constant coefficient $D$. Write $c(x)$ for the fraction of A. Fick's law gives a flux $-nD\,dc/dx$ towards larger $x$, hence $+nD\,dc/dx$ towards the surface. Including the approach of the material, the steady flux is

$$n\left(vc+D\frac{dc}{dx}\right)=nvb_A. \tag{24}$$

The right side is the deep value from equation (5). Rearrangement gives $D\,dc/dx=-v(c-b_A)$, with solution

$$c(x)=b_A+[c(0)-b_A]e^{-vx/D}. \tag{25}$$

At the surface the same flux equals $Jy_Ac(0)$. The balance for B is analogous, and their ratio is equation (9), so $c(0)=c_s$. Diffusion sets the depth $D/v$ of the altered zone but not its surface composition, provided that the emission depth is much smaller than $D/v$. Otherwise $c_s$ is the composition averaged over the emission depth, and $c(0)$ differs from it. With the parameters of the worked example below, where $c_s=0.375$ and $D/v=2\ \mathrm{nm}$, an exponential emission weight of depth $0.5\ \mathrm{nm}$ gives $c(0)\approx0.35$. For a positive, bounded $D(x)$ the exponent becomes $-\int_0^x v\,dx'/D(x')$, and the surface value is again unchanged. The bound ensures that the integral grows without limit, so that the composition returns to that of the bulk at large depth.

The deficit in equation (21) is $n(b_A-c_s)D/v$, the same as for a mixed layer of thickness $D/v$. Only this final deficit agrees: the approach to it does not follow the single exponential of equation (18). The target must be much thicker than $D/v$; otherwise the alteration reaches its back face and the deep boundary value in equation (5) is lost.

## Worked example

Take the round model parameters $b_A=0.60$, $y_A=3.0$, $y_B=1.2$, $J=1.0\times10^{19}\ \mathrm{m^{-2}\,s^{-1}}$ and $n^b=6.0\times10^{28}\ \mathrm{m^{-3}}$. The mixed layer is $2.0\times10^{-9}\ \mathrm m$ deep. They do not represent a particular material.

On the fresh surface,

$$Y_A=3.0(0.60)=1.80,\qquad Y_B=1.2(0.40)=0.48,$$

so $Y_0=2.28$ and $e_A^{(0)}=1.80/2.28=0.789$. For the steady state,

$$R=3.0(0.40)+1.2(0.60)=1.92,\qquad c_s=\frac{0.72}{1.92}=0.375.$$

The partial yields are now $3.0(0.375)=1.125$ and $1.2(0.625)=0.750$. Their sum is $1.875$, and

$$e_A=\frac{1.125}{1.875}=0.600=b_A.$$

The surface holds more B than A, although the bulk and the emission both hold more A than B. A measurement of the composition of this sputtered surface would therefore not give that of the bulk, whereas a count of all emitted target atoms in the steady state would. Equation (8) gives

$$v=\frac{(1.0\times10^{19})(1.875)}{6.0\times10^{28}}
=3.125\times10^{-10}\ \mathrm{m\,s^{-1}}=0.3125\ \mathrm{nm\,s^{-1}}.$$

The layer contains $N_L=1.20\times10^{20}\ \mathrm{m^{-2}}$ atoms. The relaxation fluence is $N_L/1.92=6.25\times10^{19}\ \mathrm{m^{-2}}$, reached in $6.25\ \mathrm s$. The transient is as follows.

| $\Phi/\Phi_r$ | surface $c_A$ | emitted $e_A$ |
|---:|---:|---:|
| 0 | 0.600 | 0.789 |
| 1 | 0.458 | 0.679 |
| 3 | 0.386 | 0.611 |
| 5 | 0.377 | 0.602 |

The excess from equation (22) is $(1.20\times10^{20})(0.225)=2.70\times10^{19}\ \mathrm{m^{-2}}$. Counting the emitted atoms in a numerical integration of the separate A and B balances gives the same value.

Random sampling of the unmixed columns gives a surface fraction of $0.377$, an emitted fraction of $0.600$ and a total yield of $1.876$. After $0.5$ ions per site the sampled surface fraction is $0.459$, against $0.461$ from equation (18). The steady result thus does not rely on mixing.

For diffusive mixing, $D=6.25\times10^{-19}\ \mathrm{m^2\,s^{-1}}$ makes $D/v=2.0\times10^{-9}\ \mathrm m$. Time integration from a fresh target ends at $c(0)=0.375$ and $e_A=0.600$. A diffusion coefficient that varies with depth changes the profile but leaves both numbers the same.

As a case with varying component yields, take

$$y_A=3.0[1+0.3(1-c_A)],\qquad y_B=1.2[1+0.5c_A].$$

Here $dP_A/dc_A=3.0(1.3-0.6c_A)>0$ and $dP_B/dc_A=-1.2(0.5+c_A)<0$, so the steady state is unique. The surface fraction is again $0.375$, with $y_A=3.56$ and $y_B=1.43$. This agreement with the constant-yield case is a coincidence of the parameters: at $c_A=0.375$, both brackets equal $1.1875$, so the ratio $y_A/y_B$ is still $2.5$. Other coefficients would in general move the surface composition, while the emitted fraction would remain $0.600$.

## A film without a bulk supply

Suppose that a finite film is mixed throughout its thickness. Let $N_A$ and $N_B$ be the atoms left per unit area, and $N=N_A+N_B$. There is no supply term, so

$$\frac{dN_A}{d\Phi}=-y_A\frac{N_A}{N},\qquad
\frac{dN_B}{d\Phi}=-y_B\frac{N_B}{N}. \tag{26}$$

Dividing the equations gives $dN_A/N_A=(y_A/y_B)\,dN_B/N_B$ for constant component yields. Integration from the initial values $N_{A0}$ and $N_{B0}$ yields

$$\frac{N_A}{N_{A0}}=\left(\frac{N_B}{N_{B0}}\right)^{y_A/y_B}. \tag{27}$$

If $y_A>y_B$, the remaining film becomes steadily poorer in A and reaches no steady state at the composition $c_s$. With the parameters above, removal of half the atoms leaves a film with an A fraction of $0.457$. At that moment the emitted fraction is $0.677$, and its mean since the start is $0.743$. Neither equals $0.600$. Complete removal must restore the mean to $0.600$, because every atom has then been emitted, but this is conservation of the whole film and not steady congruent emission.

The contrast identifies the condition behind equation (7). Preferential removal can coexist with bulk-composition emission when fresh bulk material enters a bounded altered zone whose atom content has stopped changing. The numerical output lists the main results of the worked example and of the finite film.

## Computed results

```
INPUTS (model parameters)
bulk fraction of A: 0.600; of B: 0.400
component yield y_A: 3.000; y_B: 1.200 atoms/ion
ion flux: 1.000e+19 m^-2 s^-1
atomic density: 6.000e+28 m^-3
altered-layer depth: 2.000e-09 m
FRESH SURFACE
partial yield A: 1.8000; B: 0.4800 atoms/ion
total yield: 2.2800 atoms/ion
emitted fraction of A: 0.7895
STEADY STATE
surface fraction of A: 0.3750; of B: 0.6250
partial yield A: 1.1250 atoms/ion
partial yield B: 0.7500 atoms/ion
total yield: 1.8750 atoms/ion
emitted fraction of A: 0.6000
recession speed: 3.1250e-10 m/s = 0.3125 nm/s
TRANSIENT OF THE MIXED LAYER
layer atoms per area: 1.2000e+20 m^-2
relaxation rate sum y_A b_B + y_B b_A: 1.9200 atoms/ion
relaxation fluence: 6.2500e+19 m^-2
relaxation time: 6.2500 s
excess emitted A, formula: 2.7000e+19 m^-2
excess emitted A, counted: 2.7000e+19 m^-2
after 0 relaxation fluences: surface A 0.6000, emitted A 0.7895
after 1 relaxation fluences: surface A 0.4578, emitted A 0.6785
after 3 relaxation fluences: surface A 0.3862, emitted A 0.6113
after 5 relaxation fluences: surface A 0.3765, emitted A 0.6016
RANDOM COLUMNS WITHOUT MIXING (sampled)
surface A: 0.3771; emitted A: 0.6002
total yield: 1.8764 atoms/ion
surface A at 0.5 ions/site: 0.4593 sampled, 0.4612 formula
DIFFUSIVE MIXING (integrated in time)
diffusion coefficient: 6.2500e-19 m^2/s
decay depth D/v: 2.0000e-09 m
uniform D: surface A 0.3750, emitted A 0.6000
depth-dependent D: surface A 0.3750, emitted A 0.6000
COMPOSITION-DEPENDENT YIELDS
y_A(c) = 3.0[1+0.3(1-c)], y_B(c) = 1.2[1+0.5c], c = surface A
surface A: 0.3750
y_A: 3.5625; y_B: 1.4250 atoms/ion
emitted A: 0.6000
FINITE FULLY MIXED FILM, HALF OF ALL ATOMS REMOVED
remaining fraction of A: 0.4565
instantaneous emitted A: 0.6774
mean emitted A so far: 0.7435
```
